**Two-loop vacuum polarization contact coefficient \(-82/81\) from the Källén-Sabry spectral function**

In units \(\hbar=c=m=1\), with \(a=Z\alpha\) and a point nucleus of infinite mass, the two-loop vacuum polarization shifts \(nS\) by \(C(\alpha/\pi)^2a^4/n^3\) with \(C\to-\tfrac23\int_0^1v\,r_1\,dv=-82/81\), where \(r_1/3\) is the irreducible spectral density at \(t=4/(1-v^2)\) and \(r_0/3\) is the one-loop density. The program asserts that \(r_1\) equals its unitarity reconstruction from vertex, soft and hard photon parts at \(v=0.3, 0.6, 0.9\), that the photon mass drops out at \(v=0.6\), and that the threshold and high-energy limits hold. It asserts \(\int v r_1\,dv=41/27\) to \(10^{-20}\) by quadrature and exactly by integration by parts, and that the reducible chain \(\Pi_1^2\) has zero contact moment. It further asserts that the full potential gives \(C=-82/81+c_5a+O(a^2)\) for 1S, 2S and 3S, that \(C\propto a^2\) for 2P, and that the nonrelativistic iterated Uehling shift scales as \(a^5\). The output shows \(c_5=1.59640\) for the irreducible part and \(-0.12744\) for the chain. For Sc\(^{20+}\) 1S it shows \(-1.539\) meV from the contact term and \(-1.341\) meV from the first-order Dirac-Coulomb value.

## Check in Python

```python
# Result under test (hbar = c = m = 1, a = Z alpha, point nucleus, infinite nuclear mass):
# two-loop (Kallen-Sabry) vacuum polarization shifts nS by C (alpha/pi)^2 a^4 / n^3, C -> -82/81.
# Spectral density rho(t) = (alpha/pi) r0/3 + (alpha/pi)^2 r1/3, t = 4/(1-v^2), p = (1-v)/(1+v),
# Pi(q^2) = q^2 int dt rho/(t (t+q^2)),  dV(r) = -(a/r) int dt/t rho exp(-sqrt(t) r),
# C = -4 Pi'(0) = -(2/3) int_0^1 v r1 dv.  L = ln p, S = 2 ln(1-p) + ln(1+p), B = 2Li2(p)+Li2(p^2)+L S.
# r1 itself is rebuilt from unitarity (vertex + soft + hard photon emission, photon mass lam).
import numpy as np, mpmath as mp, sympy as sp
from math import factorial
from scipy import constants as sc, integrate, special as sf
mp.mp.dps = 30
def show(label, x, unit="", d=8):
    print(f"{label} = {float(x):.{d}g} {unit}".rstrip())
def gl(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2

def li2(x, xc):  # xc = 1 - x, passed separately for accuracy
    if x <= 0.5:
        return mp.re(mp.polylog(2, x))
    return mp.pi**2 / 6 - mp.log(x) * mp.log(xc) - mp.re(mp.polylog(2, xc))
def LSB(v):
    p = (1 - v) / (1 + v)
    L = mp.log(p); S = 2 * mp.log(2 * v / (1 + v)) + mp.log(2 / (1 + v))
    return L, S, 2 * li2(p, 2 * v / (1 + v)) + li2(p * p, 4 * v / (1 + v)**2) + L * S
def assemble(v, L, S, B):
    return ((3 - v*v) * (1 + v*v) / 2 * B - v * (3 - v*v) * S
            - (1 - v) * (33 - 39*v - 17*v*v + 7*v**3) / 16 * L + 3 * v * (5 - 3*v*v) / 8)
def r1_mp(v):
    v = mp.mpf(v)
    if v >= 1: return mp.mpf(3) / 4
    if v <= 0: return 3 * mp.pi**2 / 4
    return assemble(v, *LSB(v))
def r1_np(v):
    p = (1 - v) / (1 + v); L = np.log(p); S = 2 * np.log(2 * v / (1 + v)) + np.log(2 / (1 + v))
    return assemble(v, L, S, 2 * sf.spence(1 - p) + sf.spence(1 - p * p) + L * S)
r0 = lambda v: v * (3 - v * v) / 2

# spectral grid: v = sin(theta), M = sqrt(t) = 2/cos(theta), dt/t = 2 tan(theta) dtheta
th, wth = gl(400, 0, np.pi / 2)
vg, Mg, wg = np.sin(th), 2 / np.cos(th), 2 * np.tan(th) * wth
rePi1 = lambda v: (v * v - 8 / 3 - r0(v) * np.log((1 - v) / (1 + v))) / 3
w1, w2 = wg * r0(vg) / 3, wg * r1_np(vg) / 3
wred = 2 * w1 * rePi1(vg)

# one loop: dispersion integral against Feynman parameter form
pi1 = lambda q2: integrate.quad(lambda x: 2*x*(1-x)*np.log(1 + q2*x*(1-x)), 0, 1)[0]
for q2 in (0.5, 7.0):
    assert abs(q2 * np.sum(w1 / (Mg**2 + q2)) - pi1(q2)) < 1e-10
    assert abs(q2 * np.sum(wred / (Mg**2 + q2)) - pi1(q2)**2) < 1e-8
C1 = -4 * np.sum(w1 / Mg**2); c5one = 16 * np.sum(w1 / Mg**3)
assert abs(C1 + 4 / 15) < 1e-11 and abs(c5one - 5 * np.pi / 48) < 1e-11
show("one-loop contact coefficient", C1); show("one-loop next coefficient", c5one)

# unitarity reconstruction of r1
I2, O2 = np.eye(2), np.zeros((2, 2))
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
gam = np.array([np.block([[I2, O2], [O2, -I2]])] + [np.block([[O2, s], [-s, O2]]) for s in sig], dtype=complex)
met = np.array([1., -1., -1., -1.]); one = np.eye(4)
slash = lambda p: np.einsum('nm,mij->nij', p * met, gam)
dot = lambda p, k: np.sum(p * k * met, axis=1)
tr = lambda A: np.einsum('nii->n', A).real
def unitarity(v, lam):
    s = 4 / (1 - v * v); rs = np.sqrt(s)
    path = [0, mp.mpc(0.25, 0.25), mp.mpf(1) / 2]
    D = lambda x: 1 - s / 4 + s * (x - 0.5)**2
    ll = -2 * mp.log(lam)
    F1 = float(mp.re(mp.quad(lambda x: -mp.log(D(x)) / 2 + (s - 2) / (2 * D(x)) * (mp.log(D(x)) + ll - 2)
                             + 1 / D(x) - 0.5 + ll - 2.5, path)))
    F2 = float(mp.re(mp.quad(lambda x: 1 / D(x), path)))
    E = rs / 2
    a1, a2 = slash(np.array([[E, 0, 0, E*v]])), slash(np.array([[E, 0, 0, -E*v]])); qs = a1 + a2
    T2 = sum(-met[m] * tr((a1 + one) @ gam[m] @ (a2 - one) @ gam[m])[0] for m in range(4))
    Tm = sum(-met[m] * tr((a1 + one) @ (-(gam[m] @ qs - qs @ gam[m]) / 4) @ (a2 - one) @ gam[m])[0] for m in range(4))
    pauli = 2 * Tm / T2 * r0(v)
    assert abs(pauli - 3 * v) < 1e-12 and abs(T2 - 4 * (s + 2)) < 1e-10
    g = lambda b: 2*(1 + v*v) / (v*b) * np.log((1 + v*b) / (1 - v*b)) - 4*(1 - v*v) / (1 - (v*b)**2)
    wmax = (s - 4) / (2 * rs)
    b, wb = gl(60, 0, 1)
    soft = 0.5 * (g(1.0) * np.log(2 * wmax / lam) + np.sum(wb * (b*b * g(b) - g(1.0)) / (1 - b*b)))
    u, wu = gl(40, 0, 1); c, wc = gl(40, -1, 1)
    U, Cc = [x.ravel() for x in np.meshgrid(u, c, indexing='ij')]
    sp_ = 4 + (s - 4) * U**2; Ep = np.sqrt(sp_) / 2; pm = np.sqrt(s - 4) * U / 2
    wp = (s - 4) * (1 - U**2) / (4 * Ep); sn = np.sqrt(1 - Cc**2); z = 0 * U
    p1 = np.stack([Ep, pm*sn, z, pm*Cc], 1); p2 = np.stack([Ep, -pm*sn, z, -pm*Cc], 1)
    k = np.stack([wp, z, z, wp], 1)
    s1, s2, sk = slash(p1), slash(p2), slash(k)
    n1 = (s1 + sk + one) / (2 * dot(p1, k))[:, None, None]
    n2 = (one - s2 - sk) / (2 * dot(p2, k))[:, None, None]
    T3 = 0
    for al in range(4):
        for m in range(4):
            G = gam[al] @ n1 @ gam[m] + gam[m] @ n2 @ gam[al]
            Gb = gam[0] @ np.conj(np.swapaxes(G, 1, 2)) @ gam[0]
            T3 = T3 + met[al] * met[m] * tr((s1 + one) @ G @ (s2 - one) @ Gb)
    avg = T3.reshape(40, 40) @ wc / 2
    om = wmax * (1 - u * u); vp = np.sqrt((s - 4) * u * u / (4 + (s - 4) * u * u))
    hard = np.sum(wu * 2 * wmax * u * (om * vp / v * avg / T2 - g(1.0) / (2 * om)))
    return r0(v) * (2 * F1 + soft + hard) + pauli * F2, 2 * F1, soft, hard, F2
for v in (0.3, 0.6, 0.9):
    res = unitarity(v, 1.0)
    assert abs(res[0] - float(r1_mp(v))) < 1e-8
    print(f"v={v}: r1 formula = {float(r1_mp(v)):.9f}, unitarity = {res[0]:.9f}")
    if v == 0.6:
        print("  lam=m: 2ReF1, soft, hard, ReF2 (alpha/pi) = " + ", ".join(f"{x:.7f}" for x in res[1:]))
        assert abs(unitarity(v, 0.01)[0] - res[0]) < 1e-9
# limits; Sommerfeld factor X/(1-exp(-X)), X = pi alpha/v, differentiated in alpha/pi at zero
e = mp.mpf('1e-7'); h = mp.mpf('1e-16'); X = mp.pi**2 * h / e
som = r0(e) * (X / (-mp.expm1(-X)) - 1) / h
assert abs(r1_mp(e) - som) < 1e-5
slope = (r1_mp(e) - 3 * mp.pi**2 / 4) / e
hi = (r1_mp(mp.sqrt(1 - 4 * e)) - mp.mpf(3) / 4) / e
assert abs(slope + 6) < 1e-5 and abs(hi - 9) < 1e-4
show("r1(v=1e-7)", r1_mp(e)); show("threshold slope of r1", slope, d=6); show("t (r1 - 3/4) at t=1e7", hi, d=6)
print("v r1 at v=0.25,0.5,0.75: " + ", ".join(f"{float(x * r1_mp(x)):.6f}" for x in (0.25, 0.5, 0.75)))

# numerical moment
I = mp.quad(lambda v: v * r1_mp(v), [0, 0.5, 1])
assert abs(I - mp.mpf(41) / 27) < 1e-20
print("I = int v r1 dv =", mp.nstr(I, 22)); print("27 I =", mp.nstr(27 * I, 22))
print("Pi2'(0) = I/6 =", mp.nstr(I / 6, 15), "1/m^2"); print("C = -2I/3 =", mp.nstr(-2 * I / 3, 15))
C0 = float(-2 * I / 3)
assert abs(-4 * np.sum(w2 / Mg**2) + 82 / 81) < 1e-10

# exact evaluation by parts
x0 = mp.mpf('0.4'); L0, S0, _ = LSB(x0)
assert abs(mp.diff(lambda v: LSB(v)[2], x0) - 2*S0 / (1 - x0**2) - L0*(2 - x0) / (x0*(1 + x0))) < 1e-15
JS = mp.quad(lambda p: (2 * mp.log1p(-p) + mp.log1p(p)) / p, [0, 0.5, 1])
JL = mp.quad(lambda v: mp.log((1 - v) / (1 + v)) / (1 + v), [0, 0.5, 1])
assert abs(JS + mp.pi**2 / 4) < 1e-12 and abs(JL + mp.pi**2 / 12) < 1e-12
v = sp.symbols('v')
P = sp.integrate(sp.expand(v * (3 - v**2) * (1 + v**2) / 2), v)
qa, ra = sp.div(P, 1 - v**2, v); qb, rb = sp.div(sp.cancel(P * (2 - v) / v), 1 + v, v)
assert sp.simplify(ra * (-sp.pi**2 / 4) + rb * (-sp.pi**2 / 12)) == 0
A = sp.Poly(-2 * qa - v**2 * (3 - v**2), v)
Bp = sp.Poly(-qb - v * (1 - v) * (33 - 39*v - 17*v**2 + 7*v**3) / 16, v)
m0 = lambda k: -sp.Rational(1, (k + 1)**2)
mm = lambda k: -sp.harmonic(k + 1) / (k + 1)
mpl = lambda k: ((1 + (-1)**k) * sp.log(2) - (-1)**k * sum(sp.Rational((-1)**(j + 1), j) for j in range(1, k + 2))) / (k + 1)
for k in range(6):
    assert abs(mp.quad(lambda y: y**k * mp.log(1 + y), [0, 1]) - float(mpl(k))) < 1e-13
    assert abs(mp.quad(lambda y: (1 - y)**k * mp.log(y), [0, 1]) - float(mm(k))) < 1e-13
    assert abs(mp.quad(lambda y: y**k * mp.log(y), [0, 1]) - float(m0(k))) < 1e-13
IS = sp.expand(sum(c * (3 * sp.log(2) / (k + 1) + 2 * m0(k) - 3 * mpl(k)) for (k,), c in A.terms()))
IL = sp.expand(sum(c * (mm(k) - mpl(k)) for (k,), c in Bp.terms()))
IR = sp.integrate(3 * v**2 * (5 - 3 * v**2) / 8, (v, 0, 1))
Iex = sp.expand(IS + IL + IR)
assert Iex == sp.Rational(41, 27)
print("P =", P, "; remainders:", ra, rb); print("A =", A.as_expr()); print("48 b =", (48 * Bp).as_expr())
print("int A S =", IS, "; int b L =", IL, "; rational =", IR); print("exact I =", Iex, "; C =", -2 * Iex / 3)

# reducible chain
vt = 0.7; st = 4 / (1 - vt**2)
rq = integrate.quad(lambda x: 2*x*(1-x)*np.log(abs(1 - st*x*(1-x))), 0, 1,
                    points=[(1 - vt) / 2, (1 + vt) / 2], limit=400)[0]
assert abs(rq - rePi1(vt)) < 1e-7
Cred = -4 * np.sum(wred / Mg**2)
assert abs(Cred) < 1e-9 and np.sum(np.abs(wred) / Mg**2) > 1e-3
show("reducible contact coefficient", Cred, d=2)
c5 = float(4 * mp.quad(lambda y: y * mp.sqrt(1 - y*y) * r1_mp(y), [0, 0.5, 1]) / 3)
c5red = 16 * np.sum(wred / Mg**3)
show("c5 irreducible", c5); show("c5 reducible", c5red)

# bound-state matrix elements of the full potential
xl, wl = np.polynomial.laguerre.laggauss(12)
def yuk(n, l, a, M):
    K = np.atleast_1d(M)[:, None] + 2 * a / n; rho = 2 * a / n * xl / K
    N2 = (2 * a / n)**3 * factorial(n - l - 1) / (2 * n * factorial(n + l))
    return N2 * np.sum(wl * xl * (rho**l * sf.eval_genlaguerre(n - l - 1, 2*l + 1, rho))**2, axis=1) / K[:, 0]**2
Cs = lambda n, l, a, w: -n**3 / a**3 * np.sum(w * yuk(n, l, a, Mg))
def yukD(a, M):
    g = np.sqrt(1 - a * a); return a / g * (2 * a / (M + 2 * a))**(2 * g)
CD = lambda a, w: -np.sum(w * yukD(a, Mg)) / a**3
a = 1e-3
for n in (1, 2, 3):
    assert abs(yuk(n, 0, a, 0.0)[0] - a / n**2) < 1e-15
    cn = Cs(n, 0, a, w2)
    assert abs((cn - C0) / a - c5) < 5 * a and abs(Cs(n, 0, a, wred) / a - c5red) < 5 * a
    print(f"a=1e-3 {n}S: C = {cn:.8f}, (C - C0)/a = {(cn - C0) / a:.5f}")
ratio = Cs(2, 1, 2 * a, w2) / Cs(2, 1, a, w2)
assert abs(ratio - 4) < 0.03 and abs(CD(a, w2) - Cs(1, 0, a, w2)) < 1e-4
show("a=1e-3 2P: C", Cs(2, 1, a, w2), d=4); show("2P ratio C(2a)/C(a)", ratio, d=5)
show("a=1e-3 Dirac 1S: C", CD(a, w2))

# iterated Uehling potential, 1S, E2 = -2 int F^2/u^2
def iterated(a):
    y = np.linspace(np.log(1e-4), np.log(30 / a), 3000); r = np.exp(y); K = Mg + 2 * a
    F = (sf.gammaincc(3, 2*a*r)[:, None] - sf.gammaincc(2, r[:, None] * K)) @ (-4 * a**4 * w1 / K**2)
    return -2 * integrate.simpson(F**2 / (4 * a**3 * r * np.exp(-2*a*r)), x=y) / a**4
i1, i2 = iterated(1e-3), iterated(2e-3)
assert abs(i2 / i1 - 2) < 0.1
show("iterated Uehling E2/a^4 at a=1e-3", i1, d=4); show("ratio a=2e-3 to a=1e-3", i2 / i1, d=4)

# worked example: Sc20+
Z = 21; al = sc.alpha; a = Z * al; g = np.sqrt(1 - a * a)
mc2 = sc.physical_constants['electron mass energy equivalent in MeV'][0] * 1e9
rr = sp.symbols('r', positive=True); G = rr**g * sp.exp(-a * rr); F = -a / (1 + g) * G
assert abs((sp.diff(G, rr) - G/rr - (g + 1 + a/rr) * F).subs(rr, 2.3)) < 1e-12
assert abs((sp.diff(F, rr) + F/rr + (g - 1 + a/rr) * G).subs(rr, 2.3)) < 1e-12
num = mp.quad(lambda r: r**(2*g - 1) * mp.exp(-(2*a + 3) * r), [0, 1, 10, mp.inf])
den = mp.quad(lambda r: r**(2*g) * mp.exp(-2*a*r), [0, 5, 50, mp.inf])
assert abs(float(num / den) / yukD(a, 3.0) - 1) < 1e-10
chk = -float(mp.quad(lambda y: 2*y / (1 - y*y) * r1_mp(y) / 3 * a / g
                     * (a * mp.sqrt(1 - y*y) / (1 + a * mp.sqrt(1 - y*y)))**(2*g), [0, 0.5, 1])) / a**3
assert abs(chk - CD(a, w2)) < 1e-7
unit = (al / np.pi)**2 * a**4
show("alpha", al, d=11); show("m c^2", mc2 / 1e3, "eV", d=10); show("Sc20+: Z alpha", a); show("gamma", g)
show("(alpha/pi)^2 (Z alpha)^4", unit, "m", d=6); show("same unit", unit * mc2, "meV", d=6)
rows = [("1S contact", C0, 1), ("1S contact + c5 a", C0 + c5 * a, 1), ("1S Schroedinger", Cs(1, 0, a, w2), 1),
        ("1S Dirac irreducible", CD(a, w2), 1), ("1S Dirac reducible", CD(a, wred), 1),
        ("1S Dirac total", CD(a, w2 + wred), 1), ("2S contact", C0, 2), ("2S Schroedinger", Cs(2, 0, a, w2), 2)]
for name, c, n in rows:
    print(f"{name}: C = {c:.6f}, dE = {c * unit / n**3:.5e} m = {c * unit * mc2 / n**3:.5f} meV")
show("1S contact / Dirac total", C0 / CD(a, w2 + wred), d=5)
print("success")
```

It prints:

```
one-loop contact coefficient = -0.26666667
one-loop next coefficient = 0.32724923
v=0.3: r1 formula = 5.659073737, unitarity = 5.659073737
v=0.6: r1 formula = 3.564473409, unitarity = 3.564473409
  lam=m: 2ReF1, soft, hard, ReF2 (alpha/pi) = 7.8656828, -1.1167501, -1.4081566, -0.3696785
v=0.9: r1 formula = 1.329907755, unitarity = 1.329907755
r1(v=1e-7) = 7.4022027
threshold slope of r1 = -6
t (r1 - 3/4) at t=1e7 = 9.00003
v r1 at v=0.25,0.5,0.75: 1.491343, 2.153691, 1.811814
I = int v r1 dv = 1.518518518518518518519
27 I = 41.0
Pi2'(0) = I/6 = 0.253086419753086 1/m^2
C = -2I/3 = -1.01234567901235
P = -v**6/12 + v**4/4 + 3*v**2/4 ; remainders: 11/12 -11/4
A = 5*v**4/6 - 8*v**2/3 + 11/6
48 b = 17*v**5 - 60*v**4 - 66*v**3 + 192*v**2 - 39*v - 132
int A S = 571/1080 - 10*log(2)/3 ; int b L = 637/1080 + 10*log(2)/3 ; rational = 2/5
exact I = 41/27 ; C = -82/81
reducible contact coefficient = -2.1e-11
c5 irreducible = 1.5963959
c5 reducible = -0.12743674
a=1e-3 1S: C = -1.01075128, (C - C0)/a = 1.59440
a=1e-3 2S: C = -1.01075103, (C - C0)/a = 1.59465
a=1e-3 3S: C = -1.01075098, (C - C0)/a = 1.59470
a=1e-3 2P: C = -8.301e-08
2P ratio C(2a)/C(a) = 3.9931
a=1e-3 Dirac 1S: C = -1.010759
iterated Uehling E2/a^4 at a=1e-3 = -6.422e-05
ratio a=2e-3 to a=1e-3 = 2.012
alpha = 0.0072973525643
m c^2 = 510998.9507 eV
Sc20+: Z alpha = 0.1532444
gamma = 0.98818832
(alpha/pi)^2 (Z alpha)^4 = 2.97556e-09 m
same unit = 1.52051 meV
1S contact: C = -1.012346, dE = -3.01230e-09 m = -1.53928 meV
1S contact + c5 a: C = -0.767707, dE = -2.28436e-09 m = -1.16731 meV
1S Schroedinger: C = -0.807521, dE = -2.40283e-09 m = -1.22784 meV
1S Dirac irreducible: C = -0.862554, dE = -2.56659e-09 m = -1.31152 meV
1S Dirac reducible: C = -0.019534, dE = -5.81251e-11 m = -0.02970 meV
1S Dirac total: C = -0.882088, dE = -2.62471e-09 m = -1.34122 meV
2S contact: C = -1.012346, dE = -3.76538e-10 m = -0.19241 meV
2S Schroedinger: C = -0.803669, dE = -2.98921e-10 m = -0.15275 meV
1S contact / Dirac total = 1.1477
success
```
